\section*{Single-Site T-Matrix and Low-Frequency Resonance of a Heavy Mass Defect, part 2}

How does a heavy impurity scatter phonons, and how long do they then live? In the opening example, terbium occupies 0.2\,\% of the sites of a magnesium-like crystal. A 6.84\,meV phonon has width $\hbar/\tau=0.0225$\,meV if each atom scatters it once, but 0.2554\,meV with repeated scattering from the same atom.

The algebra uses $\hbar=1$; the example uses meV, nm and K. The harmonic host has $N$ cubic sites with one atom of mass $M$ each. An impurity has mass $M'$ and unchanged springs, and $\varepsilon=1-M'/M$.

The dynamical matrix $D$ has eigenvalues $\omega_{\mathbf qj}^2$, with wave vector $\mathbf q$, branch $j$ and unit polarization $\mathbf e_{\mathbf qj}$. The host Green function is $G_0=(\omega^2+i0-D)^{-1}$; its block on one site is $g$ times the unit matrix. The T-matrix $T$ of one impurity acts only on its site, as $t$ times the unit matrix:
\begin{equation}
t=\frac{\varepsilon\omega^2}{\Delta},\quad
\Delta=1-\varepsilon\omega^2g,\quad
\mathrm{Re}\,g=-\mu+\beta\omega^2+\ldots,\quad
\mathrm{Im}\,g=-\frac{\pi\rho}{2\omega}.
\label{eq:recall}
\end{equation}
The expansion of $\mathrm{Re}\,g$ holds at low frequency, with $\mu=\langle\omega^{-2}\rangle$ averaged over the host modes and $\beta$ a constant of the host. The density of states $\rho$ is normalized to one and starts as $A\omega^2$. The repeated-scattering series for $t$ is geometric with ratio $\varepsilon\omega^2g$.

In the Debye model, with Debye frequency $\omega_D$ and $x=\omega/\omega_D<1$, $\mathrm{Re}\,g=(3/\omega_D^2)(-1+x\,\mathrm{artanh}\,x)$.

The resonance $\omega_r$ is the lowest zero of $\mathrm{Re}\,\Delta$. For large $|\varepsilon|$, $\omega_r^2\simeq\omega_0^2=1/(|\varepsilon|\mu)$, the low-frequency estimate.

The example host is fcc with nearest-neighbour springs $k$ and top frequency $\omega_m=\sqrt{8k/M}$. With $\mathbf R$ running over the twelve neighbours in directions $\hat{\mathbf n}$,
\begin{equation}
\mathbf e\cdot D(\mathbf q)\cdot\mathbf e
=\frac{k}{M}\sum_{\mathbf R}(\mathbf e\cdot\hat{\mathbf n})^2
[1-\cos(\mathbf q\cdot\mathbf R)] .
\label{eq:fcc}
\end{equation}
For terbium, $M'/M=6.539$, $\varepsilon=-5.539$, $\omega_m=30$\,meV, $\mu\omega_m^2=3.359$, $\omega_0=6.96$\,meV and $\omega_r=6.84$\,meV.

\subsection{When there is no resonance}

A light impurity has $\varepsilon>0$, and at low frequency $\mathrm{Re}\,\Delta\simeq1+\varepsilon\mu\omega^2>1$. There is no low-frequency zero. For $\varepsilon=0.5$ in the fcc host this inequality was tested from near zero to $0.4\,\omega_m$, and it held throughout.

A heavy impurity must also be heavy enough. In the Debye model, with $x=\omega/\omega_D$, the condition $\mathrm{Re}\,\Delta=0$ is
\begin{equation}
\frac1{|\varepsilon|}=f(x)\equiv3x^2(1-x\,\mathrm{artanh}\,x).
\end{equation}
The function $f$ starts at zero, rises, and falls to $-\infty$ as $x\to1$, so it has a maximum. Setting $f'=0$ and dividing by $3x$ gives
\begin{equation}
2-3x\,\mathrm{artanh}\,x-\frac{x^2}{1-x^2}=0 .
\end{equation}
At $x=0.62$ the two subtracted terms are 1.35 and 0.62, which nearly balance the 2. The maximum corresponds to the threshold mass ratio $M'/M=2.575$. For a heavy impurity below this ratio, $\mathrm{Re}\,\Delta$ has no zero in the band. Just above it two zeros appear in the middle of the band, where a low-frequency expansion has no meaning. With growing mass the lower one moves down and becomes the resonance. The number 2.575 belongs to the Debye spectrum; another host has its own threshold.

\subsection{The width}

Equation~\eqref{eq:recall} gives
\begin{equation}
\mathrm{Im}\,\Delta=|\varepsilon|\omega^2\,\mathrm{Im}\,g
=-\frac\pi2|\varepsilon|\omega\rho(\omega).
\label{eq:ImD}
\end{equation}
Inside the band this is not zero. The resonance is therefore not a bound mode: the impurity radiates into the acoustic waves around it. At $\omega_r$ the series ratio is $\varepsilon\omega_r^2g=1-\Delta=1-i\,\mathrm{Im}\,\Delta$, whose modulus exceeds one. Thus the scattering series diverges at the very frequency where its closed form is most needed. For terbium $\mathrm{Im}\,\Delta(\omega_r)=-0.297$, and the modulus is $\sqrt{1+0.297^2}=1.043$.

Near $\omega_r$ the leading real part is $1-\omega^2/\omega_r^2\simeq-2(\omega-\omega_r)/\omega_r$. With $\delta=|\mathrm{Im}\,\Delta(\omega_r)|$,
\begin{equation}
|\Delta|^2\simeq\frac{4(\omega-\omega_r)^2}{\omega_r^2}+\delta^2 .
\end{equation}
This doubles when $|\omega-\omega_r|=\omega_r\delta/2$. The full width at half maximum of $1/|\Delta|^2$ is therefore
\begin{equation}
\Gamma\simeq\omega_r\delta
=\frac\pi2|\varepsilon|\omega_r^2\rho(\omega_r).
\label{eq:width}
\end{equation}
For large $|\varepsilon|$, where $\rho\simeq A\omega_r^2$ and $|\varepsilon|\omega_r^2\simeq1/\mu$,
\begin{equation}
\frac{\Gamma}{\omega_r}\simeq\frac{\pi A}{2\mu}\,\omega_r
\propto|\varepsilon|^{-1/2}.
\end{equation}
The resonance sharpens slowly with mass. At $|\varepsilon|=120$ and 480 the numerical width of the scattering rate derived below agreed with Eq.~\eqref{eq:width} to within 6\,\%. The relative widths at these two masses differed by the predicted factor 2, also to within 6\,\%.

For terbium the law gives $0.297\times6.84=2.03$\,meV, while the numerical width of the rate is 1.82\,meV. The law is thus about 12\,\% too large, relative to the numerical value. It assumes a linear real part and a constant imaginary part. The main error is the second assumption: $|\mathrm{Im}\,\Delta|$ grows with frequency, which makes the true peak of $1/|\Delta|^2$ higher and narrower. The factor $\omega^2\rho$ that multiplies $1/|\Delta|^2$ in the rate, Eq.~\eqref{eq:rate}, acts the other way and widens the peak slightly. A resonance with $\delta\approx0.3$ is too broad for these simplifications to be accurate.

\subsection{Many impurities: the phonon lifetime}

Now place impurities at random on a small fraction $c$ of the $N$ sites. A host mode has amplitude $N^{-1/2}\mathbf e_{\mathbf qj}e^{i\mathbf q\cdot\mathbf R}$ on the site at $\mathbf R$, so one impurity contributes the diagonal element
\begin{equation}
\langle\mathbf qj|T|\mathbf qj\rangle=\frac tN|\mathbf e_{\mathbf qj}|^2=\frac tN .
\end{equation}
The $cN$ impurities together give $ct$. Elements between different wave vectors carry random phases and average to zero. Scattering in succession from different impurities repeats the factor $ct$, so to first order in $c$ the averaged Green function has the self-energy $ct$:
\begin{equation}
G_{\mathbf qj}(\omega)=\frac1{\omega^2-\omega_{\mathbf qj}^2-ct(\omega)} .
\label{eq:self}
\end{equation}

This was tested in a crystal of 13\,824 atoms with 41 terbium atoms at random sites, a fraction of 0.297\,\%. The self-energy of a longitudinal wave of frequency $0.259\,\omega_m$ was extracted at $\omega/\omega_m=0.259+0.05i$ and averaged over the three cubic axes. Its ratio to $ct$ was $0.984-0.004i$; a deviation of up to 15\,\% had been allowed for the finite sample.

The pole of Eq.~\eqref{eq:self} lies at $\omega^2=\omega_{\mathbf qj}^2+ct$, or, if $c$ is so small that $t$ hardly changes between $\omega_{\mathbf qj}$ and the pole, at $\omega\simeq\omega_{\mathbf qj}+ct/(2\omega_{\mathbf qj})$ with $t$ taken at $\omega_{\mathbf qj}$. The amplitude varies as $e^{-i\omega t'}$ with time $t'$, and the energy as its squared modulus, $e^{2\,\mathrm{Im}\,\omega\,t'}$. The energy decay rate is $-2\,\mathrm{Im}\,\omega$:
\begin{equation}
\frac1\tau=-\frac{c\,\mathrm{Im}\,t}{\omega}.
\end{equation}
Since $1/\Delta=\Delta^*/|\Delta|^2$ and $\mathrm{Im}\,\Delta^*=\varepsilon\omega^2\,\mathrm{Im}\,g$,
\begin{equation}
\mathrm{Im}\,t=\frac{\varepsilon^2\omega^4\,\mathrm{Im}\,g}{|\Delta|^2}
=-\frac\pi2\,\frac{\varepsilon^2\omega^3\rho}{|\Delta|^2},
\end{equation}
and therefore
\begin{equation}
\frac1\tau=\frac\pi2\,\frac{c\,\varepsilon^2\omega^2\rho(\omega)}{|\Delta(\omega)|^2}.
\label{eq:rate}
\end{equation}
The numerator is single scattering, and $1/|\Delta|^2$ is the effect of resummation. The rate depends on the mode through its frequency alone, because $t$ multiplies a unit matrix. As $\omega\to0$, $\Delta\to1$ and $1/\tau\to(\pi/2)c\varepsilon^2A\omega^4$, the Rayleigh law. At the resonance $|\Delta|=(\pi/2)|\varepsilon|\omega_r\rho$, and the mass cancels:
\begin{equation}
\frac1{\tau(\omega_r)}=\frac{2c}{\pi\rho(\omega_r)} .
\label{eq:unitary}
\end{equation}
At fixed $c$, the mass enters this value only through the position of $\omega_r$. With $\rho$ taken from a direct count of modes around $\omega_r$, Eq.~\eqref{eq:unitary} held to within 5\,\%.

\subsection{Terbium in a magnesium-like host}

For $c=0.2\,\%$ the widths to first order in $c$ are as follows.

\begin{center}
\begin{tabular}{cccc}
Energy & Single scattering & T-matrix & Ratio\\
(meV) & (meV) & (meV) & \\
\hline
3.00 & 0.0008 & 0.0012 & 1.51\\
6.00 & 0.0130 & 0.1376 & 10.60\\
6.84 & 0.0225 & 0.2554 & 11.35\\
11.00 & 0.1825 & 0.0347 & 0.19
\end{tabular}
\end{center}

The ratio at $\omega_r$ is $1/0.297^2\approx11.3$, which explains the enhancement in the opening example. The largest rate occurs at 6.70\,meV, slightly below the zero of $\mathrm{Re}\,\Delta$. To see why, set $y=\omega/\omega_r$, $\rho\propto\omega^2$ and $\mathrm{Re}\,\Delta=1-y^2$. Then
\begin{equation}
\frac1\tau\propto\frac{y^4}{(1-y^2)^2+\delta^2y^6}
=\frac1{(y^{-2}-1)^2+\delta^2y^2}.
\end{equation}
For $y=1+s$ with small $s$ the last denominator is $4s^2+\delta^2(1+2s)$, with its minimum at $s=-\delta^2/4=-0.022$. This predicts 6.69\,meV.

To first order in $c$ the lifetime at resonance is $\tau=\hbar/(0.2554\ \mathrm{meV})=2.58$\,ps. At this concentration the next correction is visible, because $t$ changes between $\omega_r$ and the pole. Put the pole at $\omega_r-i\gamma/2$. The linear form of $\Delta$ used for the width then gives $\Delta\simeq-i\delta(1-\gamma/\Gamma)$, so that $\gamma(1-\gamma/\Gamma)\simeq0.2554$\,meV. With $\Gamma=2.03$\,meV the smaller root is $\gamma\approx0.30$\,meV, a lifetime of about 2.2\,ps. The first-order value is recovered when $\gamma\ll\Gamma$. For a longitudinal wave along [100], Eq.~\eqref{eq:fcc} gives $\omega=\omega_m\sin(qh/2)$, where $h$ is half the lattice constant. For a rough neighbour distance of 0.32\,nm, $h=0.32/\sqrt2=0.226$\,nm. The group speed is $(h\omega_m/2)\cos(qh/2)$. It is 5.02\,nm/ps at resonance. For a wave driven steadily at the real frequency $\omega_r$, $t$ is evaluated at that frequency, so the first-order $\tau$ applies and the mean free path is $5.02\times2.58\approx13$\,nm (about 130\,\AA). This is about four times the wavelength of 3.09\,nm, so a propagating phonon is still a sensible description.

\subsection{What the model leaves out}

Paths that go from one impurity to another and back are beyond first order in $c$. Relative to $ct$, a single return of this kind contributes $ct^2$ times the sum of $G_0(\mathbf R)G_0(-\mathbf R)$ over $\mathbf R\neq0$. The complete sum is $(G_0^2)_{00}=-dg/d(\omega^2)$, and removing the term $\mathbf R=0$ leaves $c|t^2[-dg/d(\omega^2)-g^2]|$. At resonance this is 1.9\,\%. Repeated returns between the same two impurities are not included in this number; for nearest-neighbour pairs at resonance they cannot be summed as a power series and need a closed form, as for the single site.

The springs around the impurity matter more. Weakening the twelve springs at the terbium atom by 20\,\% moves the peak of its vibration spectrum by $-7.1\,\%$; stiffening them by 20\,\% moves it by $+5.6\,\%$. Both shifts were computed in the periodic crystal of 13\,824 atoms, with the masses fixed and a spectral broadening of $0.05\,\omega_m$. For the infinite crystal, with or without this broadening, they are $-7.1\,\%$ and $+5.7\,\%$.

At 300\,K, with a rough Gr\"uneisen parameter of 1.5 and a linear expansion coefficient of $25\times10^{-6}$/K, the change of frequencies by thermal expansion from 0\,K is estimated as $-1.5\times3\times25\times10^{-6}\times300=-3.4\,\%$. This is an upper estimate of its size, because the expansion coefficient is smaller at low temperature. Anharmonic umklapp damping at the resonance energy is of order 0.009\,meV. This comes from the semi-empirical Slack form $\gamma_G^2\omega^2(T/\theta)e^{-\theta/3T}/(Mv^2)$, with $\gamma_G$ the Gr\"uneisen parameter, $v$ the sound speed and $k_B\theta=\omega_m$.

Free electrons damp longitudinal waves. In jellium with $Z$ electrons of mass $m$ per ion and Fermi speed $v_F$, screening the ion plasma oscillation at long wavelength gives, for $s=\omega/(qv_F)\ll1$,
\begin{equation}
s^2\simeq\frac{Zm/(3M)}{1+i\pi s/2},\qquad
\frac1{\omega\tau_e}=-\frac{2\,\mathrm{Im}\,s}{\mathrm{Re}\,s}
\simeq\frac{\pi s}{2}\simeq\frac\pi6\,\frac{Zm}{M}\,\frac{v_F}{v}.
\end{equation}
The last step uses $s^2\simeq Zm/(3M)$ and $s=v/v_F$. These formulas assume an electron mean free path much longer than $1/q$. Inserting the sound speed of the present host with $Z=2$ in the last form is an estimate, and it gives 0.050\,meV at resonance, a fifth of the impurity width. The form $\pi s/2$ would give 0.035\,meV, because the host sound speed differs from that of jellium. The estimate is proportional to $\omega$, so at 3\,meV it is about 0.022\,meV and far exceeds the impurity width of 0.0012\,meV. At 11\,meV it is about 0.080\,meV, again more than the impurity width of 0.0347\,meV. For longitudinal waves at this concentration, the impurities therefore dominate only around the resonance.

\subsection{Beside the real alloy}

Real magnesium is a hexagonal metal. The neighbour distance and top phonon energy used here are rough values for it; the fcc lattice with one spring constant is a stand-in. On an ideal hexagonal close-packed site with the same springs, the low-frequency estimate shifts by about $+0.1\,\%$ for motion in the basal plane and $+0.76\,\%$ along the hexagonal axis, so the site symmetry itself matters little in this model. The assumption most exposed in the real alloy is that of unchanged springs, since terbium differs from magnesium in size and bonding. The actual change is not known from this calculation; in this model a change of 20\,\% moves the peak of the impurity vibration spectrum by roughly 0.4 to 0.5\,meV and the zero of the real part of the denominator by roughly 0.5 to 0.6\,meV. Terbium collected in precipitates is outside the model, which needs isolated atoms at random sites. The result concerns phonon lifetimes. It is not a prediction of the total thermal conductivity, because in such a metal electrons carry most of the heat.

\section*{Numbers as computed}
\begin{verbatim}
Host mass Mg: 24.305 u
Impurity mass Tb: 158.925 u
Mass ratio M'/M: 6.539
Mass parameter eps: -5.539
Rough top phonon energy: 30.0 meV
Rough neighbour spacing: 0.32 nm
Tb site fraction: 0.20 %
<w^-2> times top frequency squared: 3.359
Low-frequency estimate of resonance: 6.96 meV
Resonance, zero of real denominator: 6.84 meV
Resonance converted: 1.65 THz
Peak of scattering rate: 6.70 meV
Full width at half maximum of rate: 1.82 meV
Width from narrow-resonance law: 2.03 meV
Size of series ratio at resonance: 1.043
Imaginary part of denominator at resonance: -0.297
|eps| times relative correction to w_r^2, |eps| = 20: -0.179
|eps| times relative correction to w_r^2, |eps| = 40: -0.180
|eps| times relative correction to w_r^2, |eps| = 80: -0.180
Same for a Debye host, |eps| = 80: 0.337
Debye threshold mass ratio: 2.575
At 3.00 meV, hbar/tau: single scattering 0.0008 meV, T-matrix 0.0012 meV, ratio 1.51
At 6.00 meV, hbar/tau: single scattering 0.0130 meV, T-matrix 0.1376 meV, ratio 10.60
At 6.84 meV, hbar/tau: single scattering 0.0225 meV, T-matrix 0.2554 meV, ratio 11.35
At 11.00 meV, hbar/tau: single scattering 0.1825 meV, T-matrix 0.0347 meV, ratio 0.19
Lifetime at resonance: 2.58 ps
Longitudinal [100] sound speed: 5.16 nm/ps
Longitudinal [100] group speed at resonance: 5.02 nm/ps
Longitudinal [100] wavelength at resonance: 3.09 nm
Mean free path at resonance: 12.9 nm
Mean free path converted: 129 angstrom
Random-crystal test: site fraction: 0.297 %
Measured self-energy over c t: 0.984 -0.004i
Impurity spectrum peak shift, springs -20 %: -7.1 %
Impurity spectrum peak shift, springs +20 %: 5.6 %
Resonance shift on ideal hcp site, in plane: 0.10 %
Resonance shift on ideal hcp site, along c: 0.76 %
Relative size of return scattering between impurities: 1.9 %
Temperature of use: 300 K
Rough Grueneisen parameter: 1.5
Rough linear expansion coefficient: 25 1e-6/K
Thermal softening of frequencies from 0 K, upper estimate: -3.4 %
Umklapp hbar/tau, order of magnitude: 0.009 meV
Free-electron hbar/tau, longitudinal estimate: 0.050 meV
\end{verbatim}
